# Why melt in a raised Czochralski meniscus is below ambient pressure: a program that tests the result

```python
"""Pressure in a raised Czochralski meniscus.

Result under test: static melt at height z above its flat free surface has
gauge pressure (melt minus ambient) equal to -density * g * z.
The meniscus is found by minimizing surface plus gravitational energy,
without any pressure law. Its pressure is then obtained in two ways:
from surface curvature (Young-Laplace) and from the vertical force balance.
Symbols: R crystal radius, h interface height, r(z) meniscus profile,
gamma surface tension, alpha angle of the meniscus from the vertical.
SI units inside the program. Material values are rough typical ones.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

g = const.g
density = 2570.0          # liquid silicon, kg/m^3, rough
gamma_si = 0.78           # liquid silicon, N/m, rough
height = 6.9e-3
radius = 0.100
ambient_torr = 20.0
torr = const.torr


def minimum_energy_meniscus(R, h, gamma, cells=2000, width=0.060):
    """Minimize the energy of z(r), with z(R)=h and z=0 far away.

    Each pass replaces the segment lengths by a quadratic upper bound,
    so the energy falls at every pass; the energy is convex.
    """
    s = np.linspace(0.0, 1.0, cells + 1)
    r = R + width * (0.1 * s + 0.9 * s**2)
    dr = np.diff(r)
    r_mid = 0.5 * (r[1:] + r[:-1])
    gravity = density * g * r[1:-1] * 0.5 * (dr[1:] + dr[:-1])
    z = h * np.exp(-(r - R) / np.sqrt(gamma / (density * g)))
    z[-1] = 0.0
    change = np.inf
    for _ in range(800):
        stiffness = gamma * r_mid / np.hypot(dr, np.diff(z))
        bands = np.zeros((3, cells - 1))
        bands[0, 1:] = -stiffness[1:-1]
        bands[1] = stiffness[:-1] + stiffness[1:] + gravity
        bands[2, :-1] = -stiffness[1:-1]
        rhs = np.zeros(cells - 1)
        rhs[0] = stiffness[0] * h
        new = solve_banded((1, 1), bands, rhs)
        change = np.max(np.abs(new - z[1:-1]))
        z[1:-1] = new
    assert change < 1e-9, "energy minimization has not converged"
    return r, z


def curvature_pressures(r, z, z_point, gamma):
    """Horizontal and vertical Laplace terms, and angle from vertical."""
    near = np.abs(z - z_point) < 0.8e-3
    profile = np.polynomial.Polynomial.fit(z[near], r[near], 5)
    slope = profile.deriv(1)(z_point)
    bend = profile.deriv(2)(z_point)
    horizontal = gamma / (profile(z_point) * np.sqrt(1 + slope**2))
    vertical = -gamma * bend / (1 + slope**2)**1.5
    return horizontal, vertical, np.arctan(-slope)


def force_balance(r, z, gamma, alpha):
    """Weight of raised melt, edge pull, and gauge pressure on the base."""
    R, h = r[0], z[0]
    outer = np.sum(np.pi * (r[1:] * z[1:] + r[:-1] * z[:-1]) * np.diff(r))
    weight = density * g * (np.pi * R**2 * h + outer)
    edge_pull = 2 * np.pi * R * gamma * np.cos(alpha)
    return weight, edge_pull, (edge_pull - weight) / (np.pi * R**2)


# Wide crystal, narrow crystal, and wide crystal with another surface tension
cases = {
    "wide": (radius, height, gamma_si),
    "narrow": (5.0e-3, 3.0e-3, gamma_si),
    "other tension": (radius, height, 0.90),
}
found = {}
for name, (R, h, gamma) in cases.items():
    r, z = minimum_energy_meniscus(R, h, gamma)
    horiz, vert, alpha = curvature_pressures(r, z, h, gamma)
    weight, pull, p_force = force_balance(r, z, gamma, alpha)
    hydrostatic = -density * g * h
    # Tolerances cover the finite grid and the local polynomial fit
    assert abs(horiz + vert - hydrostatic) < 0.01 * abs(hydrostatic)
    assert abs(p_force - hydrostatic) < 0.005 * abs(hydrostatic)
    assert horiz > 0 and vert < 0
    found[name] = (horiz, vert, alpha, weight, pull, p_force)
    if name == "wide":
        for z_point in (5.0e-3, 3.0e-3):
            a, b, _ = curvature_pressures(r, z, z_point, gamma)
            expected = -density * g * z_point
            assert abs(a + b - expected) < 0.01 * abs(expected)

gauge = -density * g * height
assert abs(gauge + 174.0) < 0.5
absolute = ambient_torr * torr + gauge
assert absolute > 0

# Neglected effects, for the numbers of the example
rotation_rpm = 15.0
omega = rotation_rpm * 2 * np.pi / 60
inside = quad(lambda x: density * omega**2 * x, 0, radius)[0]
outside = quad(lambda x: density * omega**2 * radius**4 / x**3,
               radius, np.inf)[0]
swirl = inside + outside
assert abs(swirl - density * (omega * radius)**2) < 1e-4 * swirl
stream = 0.05
stagnation = 0.5 * density * stream**2
cancel_speed = np.sqrt(2 * abs(gauge) / density)
density_spread = 50.0
density_effect = density_spread * g * height
expansion, temp_difference = 1.4e-4, 10.0
thermal_effect = expansion * temp_difference * abs(gauge)
gas_temperature, argon_molar_mass = 1687.0, 0.03995
gas_density = ambient_torr * torr * argon_molar_mass / (
    const.R * gas_temperature)
gas_effect = gas_density * g * height
bow = 5.0e-3
bowed_gauge = -density * g * (height + bow)

horiz, vert, alpha, weight, pull, p_force = found["wide"]
print(f"Melt density (rough): {density:.0f} kg/m^3")
print(f"Surface tension (rough): {gamma_si:.2f} N/m")
print(f"Gravitational acceleration: {g:.3f} m/s^2")
print(f"Crystal radius: {radius*1e3:.0f} mm")
print(f"Height above free surface: {height*1e3:.1f} mm")
print(f"Hydrostatic gauge pressure: {gauge:.1f} Pa")
print(f"Same gauge pressure: {gauge/torr:.2f} Torr")
print(f"Furnace ambient pressure: {ambient_torr:.0f} Torr")
print(f"Absolute melt pressure at interface: {absolute/torr:.1f} Torr")
print(f"Horizontal curvature term: {horiz:+.1f} Pa")
print(f"Vertical curvature term: {vert:+.1f} Pa")
print(f"Gauge pressure from curvature: {horiz+vert:.1f} Pa")
print(f"Gauge pressure from force balance: {p_force:.1f} Pa")
print(f"Meniscus angle from vertical: {np.degrees(alpha):.1f} deg")
print(f"Weight of raised melt: {weight:.2f} N")
print(f"Part carried by edge tension: {pull:.2f} N")
print(f"Part carried by reduced pressure: {weight-pull:.2f} N")
n = found["narrow"]
print(f"Narrow crystal, radius: {cases['narrow'][0]*1e3:.1f} mm")
print(f"Narrow crystal, height: {cases['narrow'][1]*1e3:.1f} mm")
print(f"Narrow crystal, horizontal term: {n[0]:+.1f} Pa")
print(f"Narrow crystal, vertical term: {n[1]:+.1f} Pa")
print(f"Narrow crystal, curvature sum: {n[0]+n[1]:.1f} Pa")
print(f"Narrow crystal, hydrostatic: {-density*g*cases['narrow'][1]:.1f} Pa")
t = found["other tension"]
print(f"Changed surface tension: {cases['other tension'][2]:.2f} N/m")
print(f"Changed tension, curvature sum: {t[0]+t[1]:.1f} Pa")
print(f"Changed tension, angle: {np.degrees(t[2]):.1f} deg")
print(f"Crystal rotation (rough): {rotation_rpm:.0f} rpm")
print(f"Full spin-up bound, extra drop at rim: {outside:.1f} Pa")
print(f"Full spin-up bound, extra drop on axis: {swirl:.1f} Pa")
print(f"Convection speed (rough): {stream:.2f} m/s")
print(f"Stagnation pressure of convection: {stagnation:.1f} Pa")
print(f"Stream speed that would cancel deficit: {cancel_speed:.2f} m/s")
print(f"Density uncertainty (rough): {density_spread:.0f} kg/m^3")
print(f"Effect of density uncertainty: {density_effect:.1f} Pa")
print(f"Thermal expansion (rough): {expansion:.1e} 1/K")
print(f"Temperature difference in melt: {temp_difference:.0f} K")
print(f"Effect of thermal expansion: {thermal_effect:.2f} Pa")
print(f"Gas temperature taken: {gas_temperature:.0f} K")
print(f"Effect of argon weight: {gas_effect:.1e} Pa")
print(f"Upward bow of interface centre: {bow*1e3:.1f} mm")
print(f"Gauge pressure at bowed centre: {bowed_gauge:.0f} Pa")
print("OK")
```

Running it gives:

```
Melt density (rough): 2570 kg/m^3
Surface tension (rough): 0.78 N/m
Gravitational acceleration: 9.807 m/s^2
Crystal radius: 100 mm
Height above free surface: 6.9 mm
Hydrostatic gauge pressure: -173.9 Pa
Same gauge pressure: -1.30 Torr
Furnace ambient pressure: 20 Torr
Absolute melt pressure at interface: 18.7 Torr
Horizontal curvature term: +7.7 Pa
Vertical curvature term: -181.5 Pa
Gauge pressure from curvature: -173.9 Pa
Gauge pressure from force balance: -173.9 Pa
Meniscus angle from vertical: 11.1 deg
Weight of raised melt: 5.94 N
Part carried by edge tension: 0.48 N
Part carried by reduced pressure: 5.46 N
Narrow crystal, radius: 5.0 mm
Narrow crystal, height: 3.0 mm
Narrow crystal, horizontal term: +113.5 Pa
Narrow crystal, vertical term: -188.8 Pa
Narrow crystal, curvature sum: -75.4 Pa
Narrow crystal, hydrostatic: -75.6 Pa
Changed surface tension: 0.90 N/m
Changed tension, curvature sum: -173.9 Pa
Changed tension, angle: 17.3 deg
Crystal rotation (rough): 15 rpm
Full spin-up bound, extra drop at rim: 31.7 Pa
Full spin-up bound, extra drop on axis: 63.4 Pa
Convection speed (rough): 0.05 m/s
Stagnation pressure of convection: 3.2 Pa
Stream speed that would cancel deficit: 0.37 m/s
Density uncertainty (rough): 50 kg/m^3
Effect of density uncertainty: 3.4 Pa
Thermal expansion (rough): 1.4e-04 1/K
Temperature difference in melt: 10 K
Effect of thermal expansion: 0.24 Pa
Gas temperature taken: 1687 K
Effect of argon weight: 5.1e-04 Pa
Upward bow of interface centre: 5.0 mm
Gauge pressure at bowed centre: -300 Pa
OK
```
